# Why Mott hopping thermopower grows as the square root of temperature

**What goes wrong with the metallic formula**

Suppose that a disordered semiconductor conducts by hopping at 100 K and shows a thermopower of $-19\ \mu$V/K. The metallic formula gives $-2.4\ \mu$V/K for a density of states whose logarithmic slope is 1 eV$^{-1}$, so it would assign this sample a slope of about 8 eV$^{-1}$. In the hopping model below, a slope of 1 eV$^{-1}$ suffices. The metallic formula also predicts $S\propto T$, whereas three-dimensional Mott hopping gives, to leading order,

$$S=-\frac{k}{e}\,C\gamma\,k\,(T_0T)^{1/2},\qquad \gamma=\frac{d\ln g}{dE}.$$

Here $g$ is the density of states per volume and energy, $\gamma$ is taken at the chemical potential, $T_0$ is the Mott temperature, and $C$ is a positive number that varies slowly with temperature. The square root arises because carriers sample a window of energies that is much wider than $kT$ and shrinks more slowly than $kT$ on cooling.

The model has localized one-electron states at random positions, with localization length $a$ and a smooth $g$. Response is linear. Phonon drag is left out throughout; a Coulomb gap, spin entropy and band conduction are left out at first. Energies are measured from the equilibrium chemical potential. In the algebra $e=1$, so an electron has charge $-1$.

**Which energy sets the thermopower**

Let site $i$ have temperature $T_i$ and electrochemical potential $\mu_i$, and let the phonons that assist a hop have the mean temperature $T_m=(T_i+T_j)/2$. Occupations obey $f_i/(1-f_i)=e^{-(E_i-\mu_i)/kT_i}$. With detailed balance for the phonons, the ratio of the rates $i\to j$ and $j\to i$ is $e^X$, where

$$X=-\frac{E_i-\mu_i}{kT_i}+\frac{E_j-\mu_j}{kT_j}-\frac{E_j-E_i}{kT_m}.$$

Write $T_i=T+t_i$ and use $1/T_i\approx 1/T-t_i/T^2$. The terms without $t$ or $\mu$ cancel, leaving

$$X=\frac{\mu_i-\mu_j}{kT}+\frac{E_it_i-E_jt_j+(E_j-E_i)(t_i+t_j)/2}{kT^2}.$$

The last numerator equals $\bar E_{ij}(t_i-t_j)$ with $\bar E_{ij}=(E_i+E_j)/2$. If $\Gamma_{ij}$ is the equilibrium rate, the net electron flow is $\Gamma_{ij}X$, or

$$J_{ij}=G_{ij}\left[\mu_i-\mu_j+\bar E_{ij}\frac{T_i-T_j}{T}\right],\qquad G_{ij}=\frac{\Gamma_{ij}}{kT}.$$

Now apply uniform average gradients $F=-d\mu/dx$ and $\theta=-(1/T)\,dT/dx$. With $x_{ij}=x_j-x_i$ and local adjustments $u_i$ of the potential,

$$J_{ij}=G_{ij}\left[u_i-u_j+Fx_{ij}+\theta\bar E_{ij}x_{ij}\right].$$

Let $J^F$ be the solution for $F=1,\theta=0$, and $J^\theta$ the solution for $F=0,\theta=1$. Evaluate $\sum J^FJ^\theta/G$ over bonds in two ways. Current conservation at each site removes every term in $u_i-u_j$. Substituting for $J^F/G$ gives $\sum J^\theta x$; substituting for $J^\theta/G$ gives $\sum J^F\bar E x$. These sums are therefore equal. Zero total current requires $F\sum J^Fx+\theta\sum J^\theta x=0$, so

$$F=-\theta\langle\bar E\rangle,\qquad \langle\bar E\rangle=\frac{\sum J^F_{ij}x_{ij}\bar E_{ij}}{\sum J^F_{ij}x_{ij}}.$$

The measured voltage is $V=-\mu$, hence $dV/dx=(\langle\bar E\rangle/T)\,dT/dx$. With the convention $S=-(dV/dx)/(dT/dx)$,

$$S=-\frac{\langle\bar E\rangle}{eT},$$

after restoring $e$. The question is now how the mean energy carried by the current depends on temperature.

**Why the mean energy varies as $T^{3/2}$**

For energies large compared with $kT$, an occupied initial state, an empty final state and a phonon supply the factors $e^{-\max(E_i,0)/kT}$, $e^{-\max(-E_j,0)/kT}$ and $e^{-\max(E_j-E_i,0)/kT}$. Since $\max(z,0)=(z+|z|)/2$, the terms without moduli cancel in the product. The total energy cost is

$$h=\tfrac12\left(|E_i|+|E_j|+|E_i-E_j|\right)=\max\left(|E_i|,|E_j|,|E_i-E_j|\right).$$

Tunnelling over a distance $r$ adds $2r/a$ to the exponent. A connected path across the sample first forms when bonds with $2r/a+h/kT\le\xi$ are admitted, and $\xi$ is this critical exponent. Define

$$W=kT\xi,\qquad \varepsilon=E/W,\qquad \rho=2r/(a\xi).$$

The condition becomes $\rho+h/W\le1$, with no temperature left in it. For constant $g=g_0$, the number of sites per unit scaled volume and energy is $g_0W(a\xi/2)^3=g_0kTa^3\xi^4/8$. At the threshold this must be a fixed number, called $\beta/8$, so

$$\xi=\left(\frac{T_0}{T}\right)^{1/4},\qquad kT_0=\frac{\beta}{g_0a^3}.$$

Crossing thresholds in random samples give $\beta=17.2\pm0.7$ and $17.5\pm0.4$ for boxes of scaled side 6 and 9. The errors here and below are statistical standard errors.

A slope changes the density to $g_0(1+\eta\varepsilon)$ at first order, with $\eta=\gamma W$. Reversing all energies leaves every $h$ unchanged but turns $\eta$ into $-\eta$. The threshold is therefore even in $\eta$, while $\langle\varepsilon\rangle$ is odd:

$$\langle\varepsilon\rangle=C\eta+O(\eta^3),\qquad \langle\bar E\rangle=W\langle\varepsilon\rangle=C\gamma W^2.$$

One factor $W$ is the energy scale of the window. The other measures how unequally states are distributed across it. Since $W=k\,T_0^{1/4}T^{3/4}$,

$$\frac{\langle\bar E\rangle}{T}=C\gamma\frac{W^2}{T}=C\gamma k^2(T_0T)^{1/2}.$$

A metal with conductivity proportional to $g(E)$ has a window set by $-df/dE$, whose second moment is $\pi^2(kT)^2/3$. The same argument then gives $\langle E\rangle=\pi^2\gamma(kT)^2/3$ and $S\propto T$. For hopping in $d=2$ or $3$ dimensions, $\xi\propto T^{-1/(d+1)}$ and $W^2/T\propto T^{(d-1)/(d+1)}$. The limiting power is thus $1/3$ in a film thin enough to be two-dimensional, provided that $C$ settles to a constant. At accessible temperatures $C$ still changes: two-dimensional networks give an effective power of about 0.5 between $\xi=12$ and 20.

**How large the coefficient is**

A simple estimate of $C$ gives every admitted bond equal weight. At energy cost $h$, now in units of $W$, a partner may lie within a radius $1-h$, which gives the weight $(1-h)^3$. The two densities contribute $1+\eta(\varepsilon+\varepsilon')$ at first order. The mean of $(\varepsilon+\varepsilon')/2$ vanishes at $\eta=0$ by symmetry, so

$$C=\frac12\,\frac{\iint(\varepsilon+\varepsilon')^2(1-h)^3\,d\varepsilon\,d\varepsilon'}{\iint(1-h)^3\,d\varepsilon\,d\varepsilon'}.$$

The region $h\le t$ is a square of area $4t^2$ without two corner triangles of area $t^2/2$ each, so its area is $3t^2$. Over the square, $(\varepsilon+\varepsilon')^2$ integrates to $8t^4/3$. In a corner triangle, let $p,q\ge0$ be distances from its two outer sides, with $p+q\le t$. There $(\varepsilon+\varepsilon')^2=(q-p)^2$, whose integral is $2t^4/12-2t^4/24=t^4/12$. The hexagon therefore gives $8t^4/3-t^4/6=5t^4/2$. Differentiating both results to obtain shells in $t$,

$$C=\frac12\,\frac{\int_0^1 10t^3(1-t)^3dt}{\int_0^1 6t(1-t)^3dt}=\frac12\,\frac{1/14}{3/10}=\frac5{42}\approx0.119.$$

Solving the current equations on random networks avoids the equal-weight assumption. At $\eta=1$ this gives $C=0.074\pm0.003$ for $\xi=12$ and $0.057\pm0.002$ for $\xi=20$. Counting therefore overestimates $C$ by a factor of two at $\xi=20$. One plausible reason is that long hops carry more current times displacement and leave less room for energy cost. If each admitted bond had equal conductance and felt the uniform field, its weight would gain a factor $r^2$. The radial integral would then turn $(1-h)^3$ into $(1-h)^5$, and the same integrals would give $C=5/72\approx0.069$. This moves the estimate in the right direction but does not establish the cause.

The networks also test linearity. At $\xi=12$, halving $\eta$ from 1 to 0.5 gives $C=0.081\pm0.005$, which agrees with the value at $\eta=1$ within 1.4 combined standard errors. Reducing the box side from 5 to 4, also at $\xi=12$, changes $C$ by less than its statistical error. At $\xi=20$, a box of side 7 gives $C=0.055\pm0.002$, which agrees with the value for side 5 within the errors.

The fall of $C$ between $\xi=12$ and 20 matters for fits. At fixed $\eta$ it corresponds to a temperature ratio of 7.7. Combined with linearity in $\gamma$, it gives an effective power

$$p=\frac12+\frac{\ln(0.0741/0.0574)}{\ln7.72}=0.62\pm0.03$$

at fixed $\gamma$. This is clearly above $1/2$, and also clearly below the metallic value 1. The error covers sampling only. The networks use the exponential limit of the hopping rates; keeping the full Fermi factors raises $C$ to about 0.090 at $\xi=12$ and 0.064 at $\xi=20$, and the power to about 0.67. The square root is the limiting law if $C$ settles to a nonzero constant at large $\xi$. At $\xi=28$ the networks give $C=0.052\pm0.002$, so the effective power between $\xi=20$ and 28 is $0.56\pm0.04$. This is closer to $1/2$, but three values of $\xi$ cannot prove that $C$ settles. A natural conjecture is that bonds a few units of exponent weaker than critical widen the window by a relative amount of order $1/\xi$, a correction that fades on cooling.

**An example in the range of amorphous germanium**

Take $g_0=10^{19}$ eV$^{-1}$cm$^{-3}$, which is 0.01 eV$^{-1}$nm$^{-3}$, with $a=1$ nm and $\gamma=1$ eV$^{-1}$. The first two are rough values for unhydrogenated amorphous germanium; the slope is a round model parameter. Then $kT_0=17.48/0.01=1748$ eV, or $T_0=2.03\times10^7$ K. At 100 K, $\xi=21.2$ and $W=0.00862\times21.2=0.183$ eV. With the network value of $C$ at $\xi=20$,

$$S=-86.2\times0.0574\times1\times0.00862\times(21.2)^2\approx-19\ \mu\text{V/K}.$$

| $T$ (K) | $W$ (eV) | $S$, network $C$ ($\mu$V/K) | $S$, $C=5/42$ ($\mu$V/K) |
|---|---|---|---|
| 50 | 0.11 | $-14$ | $-28$ |
| 100 | 0.18 | $-19$ | $-40$ |
| 200 | 0.31 | $-27$ | $-56$ |

Each column holds $C$ and $\gamma$ fixed, so $S$ doubles when $T$ rises fourfold. If the effective power 0.62 applied across this range, the factor would be about 2.4.

Real samples depart from the model in several ways. Reported $T_0$ values for this material are often nearer $10^8$ K, a rough figure; at fixed $C$ and $\gamma$, that would double $S$. An energy-dependent localization length also contributes. If $\alpha=d\ln a/dE$ and $a$ is averaged over the two ends, the volume weight gains $1+3\alpha W(\varepsilon+\varepsilon')/2$, so the counting estimate replaces $\gamma$ by $\gamma+3\alpha/2$. In that estimate, $\alpha=0.2$ eV$^{-1}$ raises $|S|$ by 30%. The current in a random network responds more strongly: at $\xi=20$ the factor 3/2 becomes about 3, and the rise is nearer 60%. Supplying the full energy $W$ takes about 3 to 9 phonons of 0.035 eV over this temperature range. The one-phonon rate is then doubtful, and its effect on $C$ has not been computed.

Spin can matter more. If a site holds zero or one electron, with two spin choices, its occupation equals that of a spinless level at $E-kT\ln2$. The hopping window is centred on this shifted level, so the carried energy gains $kT\ln2$ and $S$ gains $-(k/e)\ln2=-60\ \mu$V/K. Sites holding one or two electrons give the opposite sign, and a mixture lies between these limits. The offset can therefore exceed the whole slope term.

The Coulomb gap scale, for relative permittivity 16, is 2.7 meV, at most 2.5% of $W$ in the table. Since $W\propto T^{3/4}$, the two would meet near 0.4 K, but the constant-density argument fails well above that temperature. With a parabolic gap, bond counting already raises the hopping exponent by about 8% at 10 K and 13% at 5 K. The thermopower responds more strongly, because the gap removes the states nearest the chemical potential: in the same counting, $|S|$ rises by about 13% at 50 K and 5% at 200 K, which lowers the apparent power across the table by about 0.06. For a band edge 0.5 eV away, the band exponent at 200 K is 29, against a hopping exponent of 18. This favours hopping in the conductivity, although unequal prefactors could narrow the margin. The thermopower is more sensitive, because each band carrier brings about 0.5 eV: at 200 K, a band share of only 0.1% of the conductivity would change $S$ by about a tenth. A band prefactor about 70 times the hopping one would be enough.

**What to do with measured data**

First establish, on the same sample and temperature range, that $\ln\sigma$ follows $T^{-1/4}$, and obtain $T_0$ from its slope. This $T_0$ is approximate, because the prefactor of $\sigma$ also varies with temperature. In the model with a constant attempt rate, the slope between $\xi=12$ and 20 gives a $T_0$ about 40% too low, which would make the inferred $\gamma$ about 30% too high. Both the size and the sign of this bias depend on the rate prefactor: a one-phonon rate proportional to the energy difference of the hop gives a $T_0$ about a third too high instead, so these figures show the uncertainty and are not a correction to apply. The film should be much thicker than the longest critical hop, which is 9 to 13 nm in the example. The field in the conductivity measurement should stay well below $kT/(er)$, which for that hop is 0.003 MV/cm at 50 K and 0.02 MV/cm at 200 K.

Then plot $S$ against $T^{1/2}$ and fit $S=S_0-BT^{1/2}$, with $B=(k/e)C\gamma kT_0^{1/2}$. The intercept allows for a constant spin term. It should not be read as spin entropy without other evidence: a true power slightly above $1/2$ makes the curve bend and also produces an intercept. The fitted slope also contains the slow change of $C$: if the slope term in $|S|$ varies as $T^p$, its derivative with respect to $T^{1/2}$ is $2p$ times its ratio to $T^{1/2}$. With $p=0.62$ and the network value $C=0.057$ at $\xi=20$, the number to insert for $C$ in $B$, for data near $\xi=20$, is $2\times0.62\times0.057\approx0.07$, rather than $5/42$. The values with full Fermi factors give $2\times0.67\times0.064\approx0.086$ instead, which lowers the inferred $\gamma$ by about a sixth. For data taken mainly between $\xi=20$ and 28, the smaller power and smaller $C$ reduce the first number to about 0.06. The result is an effective slope $\gamma$ that includes any energy dependence of $a$. The main computed values are in the numerical output.

## Numbers as computed

```
PERCOLATION AND NETWORK
rate law, largest relative error: 1.9e-05
beta, box 6: 17.17 +- 0.68
beta, box 9 (used below): 17.48 +- 0.36
networks per run: 56; box side 5 (scaled length)
C, xi=12, eta=1.0: 0.0741 +- 0.0027
C, xi=12, eta=0.5: 0.0812 +- 0.0045
C, xi=20, eta=1.0: 0.0574 +- 0.0022
C, xi=12, eta=1.0, box 4: 0.0743 +- 0.0032
shift of C from box 4 to box 5: -0.0002
temperature ratio of the two xi: 7.72
power of T in S from networks: 0.625 +- 0.026
change of ln(sigma), xi 12 to 20: -8.62
BOND COUNTING
C by quadrature: 0.11905; 5/42 = 0.11905
weight of d ln a/dE relative to d ln g/dE: 1.5000
EXAMPLE (rough regime of amorphous germanium)
g0 = 1e+19 1/(eV cm^3), a = 1.0 nm, slope = 1.0 1/eV
T0 = 2.029e+07 K
k/e = 86.17 uV/K
T = 50 K: xi = 25.24, W = 0.1087 eV, eta = 0.109
   longest critical hop = 12.62 nm
   mean carried energy (5/42) = 1.408 meV
   S (5/42) = -28.16 uV/K; S (network C, xi=20) = -13.57 uV/K
   nonlinear part in eta = -0.00 %; gap/W = 0.0248
   phonons for energy W = 3.1; band exponent = 116.0
   field where e F r = kT: 0.0034 MV/cm
T = 100 K: xi = 21.22, W = 0.1829 eV, eta = 0.183
   longest critical hop = 10.61 nm
   mean carried energy (5/42) = 3.982 meV
   S (5/42) = -39.82 uV/K; S (network C, xi=20) = -19.19 uV/K
   nonlinear part in eta = -0.01 %; gap/W = 0.0148
   phonons for energy W = 5.2; band exponent = 58.0
   field where e F r = kT: 0.0081 MV/cm
T = 200 K: xi = 17.85, W = 0.3076 eV, eta = 0.308
   longest critical hop = 8.92 nm
   mean carried energy (5/42) = 11.262 meV
   S (5/42) = -56.31 uV/K; S (network C, xi=20) = -27.14 uV/K
   nonlinear part in eta = -0.02 %; gap/W = 0.0088
   phonons for energy W = 8.8; band exponent = 29.0
   field where e F r = kT: 0.0193 MV/cm
S(200 K)/S(50 K) = 2.000
metallic formula, same slope, 100 K: -2.443 uV/K
NEGLECTED EFFECTS
inputs: permittivity 16, phonon 0.035 eV, band edge 0.5 eV
Coulomb gap scale = 2.70 meV
largest spin-entropy offset = 59.7 uV/K
d ln a/dE = 0.2 1/eV changes S by 30 %
```
